\section*{Comment on iterating the Breit operator without positive-energy projectors}

\section{The argument under review}

The argument concerns the fine structure of light atoms and starts from the two-electron Breit equation,
\begin{equation}
\Big[\sum_{i=1,2}\big(c\,\boldsymbol\alpha_i\!\cdot\!\mathbf p_i+(\beta_i-1)c^2\big)+W+B\Big]\Psi=E\Psi ,
\label{breit}
\end{equation}
\begin{equation}
W=V_{\rm nuc}(\mathbf r_1)+V_{\rm nuc}(\mathbf r_2)+\frac1r,\qquad
B=-\frac{\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2+(\boldsymbol\alpha_1\!\cdot\!\mathbf n)(\boldsymbol\alpha_2\!\cdot\!\mathbf n)}{2r}.
\end{equation}
Atomic units are used, with $c=1/\alpha$, $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf n=\mathbf r/r$. Energies are counted from the two rest energies.

It then reasons as follows. The expectation value of $B$ is of order $\alpha^2$ hartree, that is $m\alpha^4$. The second-order effect of $B$ should therefore be of order $\alpha^4$ hartree. Diagonalizing (\ref{breit}) with $B$ included is then harmless at worst, and at best an improvement on first-order perturbation theory.

The premise about the expectation value is correct. What has to be examined is whether a small expectation value implies small matrix elements to all the states that the diagonalization admits.

\section{Elimination of the small components}

Write $\Psi$ in terms of $\Phi$ (both particles large), $\chi_1$ (particle 1 small), $\chi_2$ (particle 2 small) and $\Omega$ (both small). Let $\pi_i=\boldsymbol\sigma_i\cdot\mathbf p_i$, and let $b$ be $B$ with each $\boldsymbol\alpha_i$ replaced by $\boldsymbol\sigma_i$. Each $\boldsymbol\alpha_i$ exchanges large and small for particle $i$, so $B$ exchanges them for both particles:
\begin{align}
(E-W)\Phi&=c\pi_1\chi_1+c\pi_2\chi_2+b\,\Omega,\label{ll}\\
(E-W+2c^2)\chi_1&=c\pi_1\Phi+c\pi_2\Omega+b\chi_2,\label{sl}\\
(E-W+2c^2)\chi_2&=c\pi_2\Phi+c\pi_1\Omega+b\chi_1,\\
(E-W+4c^2)\Omega&=c\pi_2\chi_1+c\pi_1\chi_2+b\,\Phi.\label{ss}
\end{align}
Assume momenta well below $c$ and $|E-W|\ll c^2$ where the wave function matters. To leading order $\chi_i=\pi_i\Phi/2c$. Since $\pi_1$ and $\pi_2$ commute, (\ref{ss}) gives
\begin{equation}
\Omega=\frac{1}{4c^2}\,(\pi_1\pi_2+b)\,\Phi .
\label{omega}
\end{equation}
The first part is the product of the small components that two positive-energy electrons have anyway. The second part is produced by $B$ and is of the same order in $1/c$.

Now collect everything in (\ref{ll}) that contains $b$, through order $c^{-2}$. From (\ref{sl}) and (\ref{omega}), the part of $\chi_1$ that contains $b$ is
\begin{equation}
\frac1{2c^2}\Big[c\pi_2\frac{b}{4c^2}+b\frac{\pi_2}{2c}\Big]\Phi
=\Big[\frac{\pi_2b}{8c^3}+\frac{b\pi_2}{4c^3}\Big]\Phi ,
\end{equation}
and $\chi_2$ follows by exchanging the labels. Hence
\begin{align}
c\pi_1\chi_1+c\pi_2\chi_2&\to\frac{1}{4c^2}\big(\pi_1\pi_2b+\pi_1b\pi_2+\pi_2b\pi_1\big)\Phi,\\
b\,\Omega&=\frac1{4c^2}\big(b\pi_1\pi_2+b^2\big)\Phi .
\end{align}
The sum is the effective interaction due to $B$:
\begin{equation}
H_B=\frac1{4c^2}\{\pi_1,\{\pi_2,b\}\}+U,\qquad U=\frac{b^2}{4c^2}.
\label{result}
\end{equation}
The energy dependence of the denominators and the normalization of $\Phi$ change these terms at order $c^{-4}$. Thus $U$, although quadratic in $B$, is of the same order as the linear term. The premise of the argument does not imply its conclusion.

\section{The same calculation with projectors}

A free positive-energy electron has small component $\pi_i/2c$ times its large one, to leading order. For two such electrons the four components are $\Phi$, $\pi_1\Phi/2c$, $\pi_2\Phi/2c$ and $\pi_1\pi_2\Phi/4c^2$. The expectation value of $B$ pairs the first with the last and the two middle ones with each other:
\begin{equation}
\langle B\rangle=\frac1{4c^2}\langle\Phi|\,b\pi_1\pi_2+\pi_1\pi_2b+\pi_1b\pi_2+\pi_2b\pi_1|\Phi\rangle .
\end{equation}
This is the linear term of (\ref{result}). It requires small components but no negative-energy states, and the two notions must be kept apart.

The second-order effects can be sorted by intermediate state. The counting that follows holds for intermediate momenta well below $c$:
\begin{itemize}
\item Both energies positive: the matrix element is of order $c^{-2}$ and the energy differences are atomic, so the effect is of order $c^{-4}$.
\item One energy negative: the matrix element needs one small component and is of order $c^{-1}$. The gap is $2c^2$, and the effect is again of order $c^{-4}$.
\item Both energies negative: the matrix element is $b$ itself, of order one. The gap is $4c^2$, and the effect is $b^2/4c^2=U$.
\end{itemize}
The sign of $U$ is positive because the intermediate states lie below the level and push it up. With projectors the last two classes are absent, and iterating $B$ is harmless at order $\alpha^2$ hartree.

When the pair function does not vanish at $r=0$, the sums over intermediate states reach momenta of order $c$, and each class acquires a term of order $c^{-3}$. For a singlet pair with free intermediate states, $x=k/c$ and $\gamma=\sqrt{1+x^2}$, the first class gives $-4\alpha^3\langle\delta(\mathbf r)\rangle\int_0^\infty dx/[\gamma^2(\gamma+1)]=-(2\pi-4)\alpha^3\langle\delta(\mathbf r)\rangle$. The second gives $+4\pi\alpha^3\langle\delta(\mathbf r)\rangle$, and the third differs from $\langle U\rangle$ by $-(2\pi+4)\alpha^3\langle\delta(\mathbf r)\rangle$. The three cancel without projectors. With projectors the first remains; for the $1s$ pair of carbon it is about $-1.7\times10^{-4}$ eV.

These statements were tested on the two-body equation in a periodic box, with 27 plane waves in the centre-of-mass frame and charge product $-5$ (attraction, no annihilation). In this setting $b$ is multiplied by the charge product. The difference between the unprojected and projected levels, divided by $\langle b^2\rangle/4c^2$ and extrapolated to large $c$, is 1.00000 for the singlet and for the triplet. The linear terms agree with each other and with the formula: for the singlet, $c^2$ times that term is $-3.868$ in all three. When $c$ is doubled from 30 to 60, the quadratic term of the singlet falls by a factor 3.996 without projectors and 15.904 with them, close to the 4 and 16 expected from $c^{-2}$ and $c^{-4}$. The factor 16 reflects the box, whose momenta do not exceed $\sqrt3$; with momenta up to $c$ admitted, the $c^{-3}$ term would take over and the factor would approach 8.

\section{Spin structure of the extra term}

Let $s=\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ and $t=(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)$. Since $s$ is $-3$ in the singlet and $1$ in the triplet, $(s+3)(s-1)=0$, or $s^2=3-2s$. Also $t^2=1$. Take $\mathbf n$ along $z$ to find $st$. There $\sigma_{1x}\sigma_{2x}\sigma_{1z}\sigma_{2z}=(-i\sigma_{1y})(-i\sigma_{2y})=-\sigma_{1y}\sigma_{2y}$, and similarly the $yy$ term gives $-\sigma_{1x}\sigma_{2x}$. So $st=1-(s-t)$, and
\begin{equation}
(s+t)^2=(3-2s)+1+2(1-s+t)=6-4s+2t .
\end{equation}
With $b=-(s+t)/2r$,
\begin{equation}
U=\frac{\alpha^2(s+t)^2}{16r^2}=\frac{\alpha^2}{8r^2}\,(3-2s+t).
\end{equation}
In the singlet $s=-3$, $t=-1$ and $U=\alpha^2/r^2$. In the triplet $s=1$. Squaring $S_n=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)\cdot\mathbf n/2$ gives $t=2S_n^2-1$, so $U=\alpha^2S_n^2/4r^2$. This depends on the direction of the spin relative to $\mathbf n$ and therefore splits the levels of different $J$.

\section{Why the term is to be rejected}

Equation (\ref{breit}) treats the negative-energy states as empty. In the filled-sea description they are occupied, and two electrons cannot scatter into them.

Nor can $B$ be trusted for such transitions. It is the instantaneous limit of transverse-photon exchange, in which $1/(k^2-\omega^2/c^2)$ is replaced by $1/k^2$. This requires $\omega\ll ck$. In the transitions that make $U$ each electron changes its energy by about $2c^2$, so $\omega/c\approx2c$, while atomic wave numbers $k$ are far smaller.

The size of a legitimate two-photon effect can be estimated. Virtual pairs give each electron a coupling $A^2/2c^2$ to the transverse field. At distance $r$ the field correlation is of order $c/r^2$, and the photon energies are of order $c/r$. Second-order perturbation theory then gives
\begin{equation}
\Big(\frac1{2c^2}\Big)^2\Big(\frac{c}{r^2}\Big)^2\frac{r}{c}\sim\frac{\alpha^3}{r^3}.
\end{equation}
This scaling estimate, without its coefficient, is of order $m\alpha^5$, up to a logarithm from short distances when the pair function does not vanish at $r=0$. It is one order beyond $U$ and has another dependence on $r$, so $U$ is not an approximation to it.

\section{Fine structure of a $p^2\,{}^3P$ term}

\subsection{The correct interactions}

To compare, the spin-dependent part of the linear term is needed. Write $b=-\sigma_{1i}\sigma_{2j}G_{ij}$ with
\begin{equation}
G_{ij}=\frac{\delta_{ij}+n_in_j}{2r}=\frac{\delta_{ij}}r-\frac12\partial_i\partial_jr .
\end{equation}
The product rule for Pauli matrices gives, for any vector function $\mathbf f$,
\begin{equation}
\{\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf f\}=\mathbf p\cdot\mathbf f+\mathbf f\cdot\mathbf p+\boldsymbol\sigma\cdot(\nabla\times\mathbf f).
\end{equation}
A curl removes the gradient part of $G_{ij}$ and leaves $\delta_{ij}/r$. Taking the curl for both particles, with $\nabla_2=-\nabla_1$, gives for $r\ne0$
\begin{equation}
H_{ss}=\frac{\alpha^2}4\sigma_{1k}\sigma_{2l}\big[\delta_{kl}\nabla^2-\partial_k\partial_l\big]\frac1r
=\frac{\alpha^2}{4r^3}(s-3t).
\end{equation}
The contact term vanishes here, because the spatial triplet function is zero at $r=0$. The curl for particle 1 and the momentum of particle 2 give $\alpha^2\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)/r^3$, where $\mathbf s_i=\boldsymbol\sigma_i/2$. The Coulomb part gives $\pi_1W\pi_1/4c^2$, which contains $\alpha^2\mathbf s_1\cdot(\nabla_1W\times\mathbf p_1)/2$. Adding all electrons and a nucleus of charge $Z$,
\begin{equation}
H_{so}=\frac{\alpha^2}2\Big[\sum_i\frac{Z\,\mathbf l_i\cdot\mathbf s_i}{r_i^3}
-\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j)}{r_{ij}^3}\Big].
\end{equation}
Within one $^3P$ term this acts as $A\,\mathbf L\cdot\mathbf S$, with $\mathbf L\cdot\mathbf S=-2,-1,1$ for $J=0,1,2$.

\subsection{The dependence on $J$}

The spatial functions are the components of $\mathbf v=\mathbf r_1\times\mathbf r_2$ times a symmetric function of $r_1$ and $r_2$. Since $\mathbf v=\mathbf r\times\mathbf r_2$, it is perpendicular to $\mathbf n$. Describe the triplet spin by a vector $\mathbf u$, on which $S_n^2\mathbf u=\mathbf u-\mathbf n(\mathbf n\cdot\mathbf u)$.
\begin{itemize}
\item For $J=0$, $\mathbf u=\mathbf v$ and $S_n^2=1$.
\item For $J=1$, $\mathbf u=\mathbf e\times\mathbf v$ with a fixed unit vector $\mathbf e$. Averaged over orientations, $|\mathbf u|^2=2v^2/3$ and $(\mathbf n\cdot\mathbf u)^2=[\mathbf e\cdot(\mathbf v\times\mathbf n)]^2=v^2/3$. Hence $\langle S_n^2\rangle=1-\tfrac12=\tfrac12$.
\item For $J=2$, use the trace. Over the three spin states $S_n^2$ averages to $2/3$ for every $\mathbf n$, so $1+3\cdot\tfrac12+5x=9\cdot\tfrac23$ and $x=7/10$.
\end{itemize}
In the triplet $(s-3t)/4=1-\tfrac32S_n^2$. For $J=0,1,2$ the energies are
\begin{align}
E_U&=\alpha^2\langle r^{-2}\rangle\big(\tfrac14,\tfrac18,\tfrac7{40}\big),\\
E_{ss}&=\alpha^2\langle r^{-3}\rangle\big(-\tfrac12,\tfrac14,-\tfrac1{20}\big).
\end{align}

Closed shells do not add to these splittings. With $P=(1+s)/2$ exchanging the spins, the algebra above gives $sP=(3-s)/2$ and $tP=(1+2t-s)/2$. Tracing over the spin of the closed-shell electron turns $1,s,t$ into $2,0,0$ in the direct term and $P,sP,tP$ into $1,3,1$ in the exchange term. Neither result depends on the remaining spin. For $U$ and $H_{ss}$ the open pair alone therefore splits $J$.

\section{Numbers for carbon}

The ground term of carbon, $2p^2\,{}^3P$, was computed in restricted open-shell Hartree--Fock with an uncontracted $s,p$ Gaussian basis. Correlation, mixing with other terms and higher orders in $\alpha$ are left out, so the intervals below are a reference at that level and not experimental ones.

For the $2p$ pair, $\langle r^{-2}\rangle=1.1059$ \AA$^{-2}$ and $\langle r^{-3}\rangle=1.8598$ \AA$^{-3}$. In these units the prefactors $\alpha^2$ become $4.0577\times10^{-4}$ eV\,\AA$^2$ and $2.1473\times10^{-4}$ eV\,\AA$^3$. The two scales are
\begin{align}
\alpha^2\langle r^{-2}\rangle&=4.0577\times10^{-4}\times1.1059=4.487\times10^{-4}\ {\rm eV},\\
\alpha^2\langle r^{-3}\rangle&=2.1473\times10^{-4}\times1.8598=3.994\times10^{-4}\ {\rm eV}.
\end{align}
The spin--orbit constant is $A=1.695\times10^{-3}$ eV; the nucleus by itself would give $3.667\times10^{-3}$ eV. Larger basis sets raise both by about $0.010\times10^{-3}$ eV, which changes the intervals below by about half a percent; they move the pair averages $\langle r^{-2}\rangle$ and $\langle r^{-3}\rangle$ by about one unit in the last digit shown. The intervals are computed from the unrounded $A$. The Breit--Pauli intervals are
\begin{align}
E_1-E_0&=A+\tfrac34(3.994\times10^{-4})=1.995\times10^{-3}\ {\rm eV},\\
E_2-E_1&=2A-\tfrac3{10}(3.994\times10^{-4})=3.271\times10^{-3}\ {\rm eV}.
\end{align}
The spurious term changes them by
\begin{align}
\delta(E_1-E_0)&=-\tfrac18(4.487\times10^{-4})=-5.61\times10^{-5}\ {\rm eV},\\
\delta(E_2-E_1)&=+\tfrac1{20}(4.487\times10^{-4})=+2.24\times10^{-5}\ {\rm eV},
\end{align}
which is $-2.8\%$ and $+0.7\%$ of the respective Breit--Pauli intervals.

These percentages are modest because spin--orbit coupling dominates. The fairer comparison is with the spin--spin interaction. In the triplet both operators depend on $J$ through $S_n^2$, with coefficients $\tfrac14\alpha^2\langle r^{-2}\rangle$ and $-\tfrac32\alpha^2\langle r^{-3}\rangle$. Their ratio is $-4.487/(6\times3.994)=-0.19$. In the intervals, iterating $B$ thus looks like a spin--spin interaction weakened by 19\%. The ratio $(E_2-E_1)/(E_1-E_0)$, which would be 2 for pure $A\,\mathbf L\cdot\mathbf S$, moves from 1.64 to 1.70.

In absolute terms the total energy suffers more. The $1s$ pair is a singlet with $\langle r^{-2}\rangle=75.65$ \AA$^{-2}$, and $U$ raises it by $3.07\times10^{-2}$ eV, about 15 times $E_1-E_0$. This shift is the same for all three $J$ and cancels in the intervals, so good intervals would not show that the total energy is sound.

For hydrogen-like orbitals, lengths scale as $1/Z$. Then $U$ grows as $\alpha^2Z^2$, the spin--spin energy as $\alpha^2Z^3$ and the nuclear spin--orbit energy as $\alpha^2Z^4$. Along an isoelectronic sequence the relative damage to fine structure is therefore greatest at low $Z$: the ratio to the spin--spin term goes from $-0.19$ in C to $-0.14$ in N$^+$. The scaling does not carry over to neutral atoms down a group. For the more diffuse $3p$ pair of Si the same ratio is $-0.31$, although the shift of $E_1-E_0$, $-2.0\times10^{-5}$ eV, is a smaller fraction of a larger interval.

\section{What should be changed}

Two procedures are sound at order $\alpha^2$ hartree. One may take the expectation value of $B$ with a wave function obtained without $B$, small components included. Or one may include $B$ in the diagonalization, provided the whole interaction stands between positive-energy projectors.

Subtracting $\langle U\rangle$ from the unprojected result repairs this order but not the equation. Without projectors, the states of an atom with one electron at high positive and the other at negative energy form a continuum that overlaps the bound levels, even when $B$ is absent. The levels discussed here are defined by the expansion in $1/c$, or by a finite basis whose momenta stay well below $c$, as in the box. Close to $r\sim1/c$, where momenta reach $c$, the expansion itself fails, and $U$ should not be read as a potential there.

The numerical output below gives the individual level shifts.

\section*{Table of computed values}
\begin{verbatim}
BOX TEST (dimensionless; c in atomic units)
plane waves 27, charge product -5.0
c values 30 and 60
singlet: excess / (b^2/4c^2), large c: 1.00000
singlet: c^2 x linear term, formula: -3.86767
   unprojected: -3.86770
   projected:   -3.86766
triplet: excess / (b^2/4c^2), large c: 1.00000
triplet: c^2 x linear term, formula: -0.63853
   unprojected: -0.63853
   projected:   -0.63853
singlet B^2 term, fall when c doubles:
   unprojected 3.996, projected 15.904
J FACTORS of 2p^2 3P, J = 0, 1, 2
spurious   0.2500 0.1250 0.1750
spin-spin  -0.5000 0.2500 -0.0500
CARBON 3P, Hartree-Fock
total energy: -1025.522 eV
alpha^2 hartree: 1.44904e-03 eV
alpha^3 hartree: 1.05742e-05 eV
alpha^2 hartree bohr^2: 4.05773e-04 eV A^2
alpha^2 hartree bohr^3: 2.14726e-04 eV A^3
2p pair <1/r12^2>: 1.1059 A^-2
2p pair <1/r12^3>: 1.8598 A^-3
1s pair <1/r12^2>: 75.647 A^-2
A from nucleus only: 3.6668e-03 eV
A with all electrons: 1.6953e-03 eV
J=0 spin-orbit -3.3906e-03 eV
J=0 spin-spin  -1.9967e-04 eV
J=0 spurious   1.1218e-04 eV
J=1 spin-orbit -1.6953e-03 eV
J=1 spin-spin  9.9837e-05 eV
J=1 spurious   5.6092e-05 eV
J=2 spin-orbit 1.6953e-03 eV
J=2 spin-spin  -1.9967e-05 eV
J=2 spurious   7.8529e-05 eV
E1-E0 Breit-Pauli:   1.9948e-03 eV
E1-E0 with spurious: 1.9387e-03 eV
   change: -2.81 percent
E2-E1 Breit-Pauli:   3.2708e-03 eV
E2-E1 with spurious: 3.2932e-03 eV
   change: 0.69 percent
spurious shift of the 1s pair: 3.0695e-02 eV
   divided by E1-E0: 15.39
\end{verbatim}
